# The Förster Cycle: Excited-State Acidity of a Photoacid from 0-0 Energies, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The theorem and its proof

### Statement

A photoacid HA is a molecule that gives up a proton more readily after it has absorbed light. Let A\(^-\) be its anion. Each has a ground state S\(_0\) and a first excited singlet state S\(_1\), and a star marks quantities in S\(_1\). The 0-0 excitation energy, from the lowest level of S\(_0\) to the lowest level of S\(_1\), is \(E_{HA}\) for the acid and \(E_A\) for the anion, both per molecule.

**Theorem (Förster cycle).** Under assumptions 1 to 4 below,
\[
pK_a-pK_a^*=\frac{E_{HA}-E_A}{\ln 10\;kT}+\log_{10}R,
\qquad
R=\frac{q_A^*/q_A}{q_{HA}^*/q_{HA}} ,
\]
where each \(q\) is the partition function of the named species and state, with energies counted from that state's own lowest level. If deprotonation has the same entropy change in S\(_0\) and S\(_1\) at every temperature from zero to \(T\), then \(R=1\) and
\[
pK_a-pK_a^*=\frac{E_{HA}-E_A}{\ln 10\;kT}.
\]

The left side is the drop in pKa on excitation. For \(R=1\) it is positive when \(E_A<E_{HA}\), that is, when the anion's 0-0 transition lies at longer wavelength than the acid's. Equal entropy changes at the working temperature alone do not suffice for the short formula; Lemma 4 shows why.

### Assumptions

1. The solution is dilute and ideal, so solute molecules do not interact with one another. The standard concentration is 1 mol/L, written \(n^\circ\) as a number of molecules per volume.
2. The proton, the solvent and the temperature are the same in both reactions, HA \(\rightleftharpoons\) A\(^-\) + H\(^+\) and HA* \(\rightleftharpoons\) A\(^{-*}\) + H\(^+\).
3. The constant \(K_a^*\) describes equilibrium within S\(_1\), as if the excited state did not decay. Whether a real excited molecule lives long enough to reach this equilibrium is a separate question, taken up in Part II.
4. The energy levels of each species do not depend on temperature, and pressure-volume work is neglected. The solvent's own response to excitation is added in Part II.

### Lemma 1: the acid constant as a free energy

**Lemma 1.** Let \(\Delta G\) be the standard free energy of deprotonation per molecule. Then \(pK_a=\Delta G/(\ln 10\;kT)\), and likewise \(pK_a^*=\Delta G^*/(\ln 10\;kT)\).

*Proof.* Let a volume \(V\) contain \(N_i\) molecules of species \(i\), each with partition function \(z_iV\). The factor \(V\) counts the places where the molecule can be. Molecules of one species are interchangeable, so the free energy is
\[
F=-kT\sum_i\left[N_i\ln(z_iV)-\ln N_i!\right].
\]
For large \(N_i\), Stirling's formula gives \(\ln N_i!\approx N_i\ln N_i-N_i\), whose derivative is \(\ln N_i+1-1=\ln N_i\). The chemical potential is therefore
\[
\mu_i=\frac{\partial F}{\partial N_i}=-kT\ln\frac{z_iV}{N_i}=-kT\ln\frac{z_i}{n_i},
\qquad n_i=\frac{N_i}{V}.
\]
Dividing \(z_i\) and \(n_i\) by the standard concentration separates a constant from the part that depends on concentration:
\[
\mu_i=\mu_i^\circ+kT\ln\frac{n_i}{n^\circ},\qquad
\mu_i^\circ=-kT\ln\frac{z_i}{n^\circ}.
\]
At equilibrium, moving one molecule from HA to the separated ions leaves \(F\) unchanged to first order, so \(\mu_{HA}=\mu_A+\mu_H\). Inserting the three potentials and collecting the constants gives
\[
kT\ln\frac{n_A\,n_H}{n_{HA}\,n^\circ}
=-(\mu_A^\circ+\mu_H^\circ-\mu_{HA}^\circ)=-\Delta G .
\]
The argument of the logarithm is \(K_a\), made dimensionless by the standard concentration. Hence \(K_a=e^{-\Delta G/kT}\). Since \(\log_{10}x=\ln x/\ln 10\),
\[
pK_a=-\log_{10}K_a=\frac{\Delta G}{\ln 10\;kT}.
\]
By assumption 3 the excited molecules form their own set of species in equilibrium, and the same steps apply to them. \(\square\)

One unit of pKa thus corresponds to a free energy \(\ln 10\;kT\), which is 0.0592 eV at 298.15 K. This small energy sets the accuracy that spectroscopic data must have.

### Lemma 2: closing the cycle

**Lemma 2.** Let \(G_{HA}^{exc}=\mu_{HA}^{\circ *}-\mu_{HA}^\circ\) and \(G_A^{exc}=\mu_A^{\circ *}-\mu_A^\circ\) be the free energies of excitation. Then
\[
\Delta G-\Delta G^*=G_{HA}^{exc}-G_A^{exc}.
\]

*Proof.* There are two routes from HA to A\(^{-*}\) + H\(^+\). One excites the acid and then removes the proton, at a cost \(G_{HA}^{exc}+\Delta G^*\). The other removes the proton first and then excites the anion, at a cost \(\Delta G+G_A^{exc}\). Free energy depends on the end points and not on the route, so
\[
G_{HA}^{exc}+\Delta G^*=\Delta G+G_A^{exc}.
\]
Moving \(\Delta G^*\) to the right and \(G_A^{exc}\) to the left gives the claim. The standard potential of the proton occurs once in \(\Delta G\) and once in \(\Delta G^*\), and it cancels in their difference. \(\square\)

This cancellation is what makes the method useful. The free energy of a proton in water is hard to calculate, and the cycle does not need it. The physical content is also plain: if the anion costs less to excite than the acid, excitation favours the anion, and the proton is held less firmly by exactly the difference.

### Lemma 3: separating the 0-0 energy

**Lemma 3.** For X = HA or A,
\[
G_X^{exc}=E_X-kT\ln\frac{q_X^*}{q_X}.
\]

*Proof.* Let \(\varepsilon_X\) be the lowest level of X in S\(_0\). The lowest level in S\(_1\) is then \(\varepsilon_X+E_X\), by the definition of the 0-0 energy. Taking these energies out of the sums over levels gives
\[
z_X=\Lambda_X\,e^{-\varepsilon_X/kT}\,q_X,\qquad
z_X^*=\Lambda_X\,e^{-(\varepsilon_X+E_X)/kT}\,q_X^* .
\]
The factor \(\Lambda_X\) belongs to the motion of the whole molecule through the solution. It depends on the mass, which excitation leaves unchanged apart from a negligible relativistic part, so it is the same in both lines. With \(\mu^\circ=-kT\ln(z/n^\circ)\),
\[
G_X^{exc}=-kT\ln\frac{z_X^*}{z_X}
=-kT\left[-\frac{E_X}{kT}+\ln\frac{q_X^*}{q_X}\right],
\]
and multiplying out gives the claim. \(\square\)

**Remark on zero-point energy.** The lowest level lies above the minimum of the potential surface by the zero-point energy. The difference between the zero-point energies of S\(_1\) and S\(_0\) is therefore part of \(E_X\). A calculation that inserts the difference between potential minima omits it, and the error matters whenever excitation changes a stiff vibration in one partner and not in the other. The O-H stretch is such a vibration, because the acid has it and the anion lacks it.

### Proof of the exact formula

Divide Lemma 2 by \(\ln 10\;kT\) and use Lemma 1 on the left:
\[
pK_a-pK_a^*=\frac{G_{HA}^{exc}-G_A^{exc}}{\ln 10\;kT}.
\]
Lemma 3 turns the numerator into
\[
G_{HA}^{exc}-G_A^{exc}=E_{HA}-E_A
-kT\ln\frac{q_{HA}^*}{q_{HA}}+kT\ln\frac{q_A^*}{q_A}
=E_{HA}-E_A+kT\ln R .
\]
Division of the last term by \(\ln 10\;kT\) leaves \(\ln R/\ln 10=\log_{10}R\). This proves the first formula of the theorem. \(\square\)

### Lemma 4: what the entropy condition must say

Let \(S_X\) and \(S_X^*\) be the entropies that belong to \(q_X\) and \(q_X^*\), and define
\[
\Delta\Delta S=(S_A^*-S_A)-(S_{HA}^*-S_{HA}).
\]
Reordering the terms, and adding and subtracting the proton's entropy \(S_H\), gives
\[
\Delta\Delta S=(S_A^*+S_H-S_{HA}^*)-(S_A+S_H-S_{HA}).
\]
So \(\Delta\Delta S\) is the entropy change of deprotonation in S\(_1\) minus that in S\(_0\). The parts due to motion of the whole molecule cancel between the two states.

**Lemma 4.**
\[
\ln R(T)=\frac{1}{kT}\int_0^T\Delta\Delta S(T')\,dT'.
\]

*Proof.* The thermal free energy of one species in one state is \(f(T)=-kT\ln q(T)\). It vanishes at \(T=0\), because \(q\) then tends to the finite degeneracy of the lowest level. Its entropy is \(S=-df/dT\), so \(f(T)=-\int_0^T S\,dT'\). Combine the four species and states with the signs that occur in \(\ln R\):
\[
-kT\ln R=(f_A^*-f_A)-(f_{HA}^*-f_{HA})=-\int_0^T\Delta\Delta S\,dT'.
\]
Division by \(-kT\) completes the proof. \(\square\)

If \(\Delta\Delta S=0\) at all temperatures from zero to \(T\), the integral vanishes and \(R=1\). This proves the second formula of the theorem. If \(\Delta\Delta S=0\) at \(T\) alone, the integral can still differ from zero.

The same point can be put in terms of energy. Let \(\Delta\Delta U_{th}\) be the corresponding combination of thermal energies above the lowest levels. From \(f=U_{th}-TS\),
\[
kT\ln R=-\Delta\Delta U_{th}+T\,\Delta\Delta S .
\]
Equal entropy changes at \(T\) remove the second term. The first remains, and it must vanish too before an energy difference measured at \(T\) may be replaced by the 0-0 difference.

**Example of the gap.** Let two harmonic modes of the anion change on excitation, one from 25 to 20 meV and the other from 50 to 68.78 meV, while the acid's modes stay fixed. The last value is chosen so that \(\Delta\Delta S=0\) at 298.15 K. The softer mode gains as much entropy as the stiffer one loses. Nevertheless \(\log_{10}R=0.0247\), and numerical integration of the entropy from zero to \(T\) reproduces this value as Lemma 4 requires. The failure is real but small here.

### A numerical test of the theorem

The proof can be tested by counting. Place \(N\) acid molecules in a volume \(V\) and let \(n\) of them be dissociated. The statistical weight of that situation is
\[
W_n\propto\frac{(z_{HA}V)^{N-n}\,(z_AV)^n\,(z_HV)^n}{(N-n)!\;n!\;n!}.
\]
The mean of \(n\) gives the concentrations and hence pKa, without Stirling's formula and without the cycle. Doing this once for S\(_0\) and once for S\(_1\) yields the drop.

In the test \(N=20\,000\) and \(T=298.15\) K. The potential minima of S\(_1\) lie 3.65 eV (acid) and 3.28 eV (anion) above those of S\(_0\). Each species has a slightly anharmonic mode with a quantum near 25 meV, whose minimum is displaced on excitation without a change of shape. The acid also has a stretching mode whose quantum falls from 450 to 400 meV on excitation. Counting gives a drop of 5.832, and the 0-0 formula gives the same to the digits shown. The potential minima would give 6.254. The excess of 0.42 is the lost zero-point energy, \((450-400)/2=25\) meV, divided by 59.2 meV. The stretch hardly affects \(R\), because at this temperature \(kT\) is only 26 meV and the mode is almost never excited.

In a second test the quadratic part of the excited anion's low mode is reduced to 0.6 of its former strength. Counting now gives 5.933. The 0-0 term gives 5.878 and \(\log_{10}R\) gives 0.055, which together make up the counted value. Softening therefore acts twice: it lowers the anion's zero-point energy, which enters \(E_A\), and it makes more levels thermally accessible, which enters \(R\).

## Part II. From spectra to proton transfer

### Symbols and results carried over

HA is the photoacid and A\(^-\) its anion; a star marks S\(_1\). \(E_{HA}\) and \(E_A\) are their 0-0 excitation energies, and \(G_{HA}^{exc}\) and \(G_A^{exc}\) their free energies of excitation. Part I showed that
\[
pK_a-pK_a^*=\frac{G_{HA}^{exc}-G_A^{exc}}{\ln 10\;kT}
=\frac{E_{HA}-E_A}{\ln 10\;kT}+\log_{10}R,
\]
where \(R\) compares the thermal partition functions and equals 1 if the entropy changes of deprotonation in S\(_0\) and S\(_1\) agree at all temperatures up to \(T\).

In a liquid the solvent rearranges around the excited molecule, and a sharp 0-0 line is often hidden in a broad band. The relaxed 0-0 energy must then be understood as a free energy that includes the rearranged solvent. The next lemma obtains it from the positions of the absorption and emission bands.

### Lemma 5: the midpoint of absorption and emission

Describe the solvent around one solute by a single classical coordinate \(x\), with free-energy curves
\[
G_0(x)=\tfrac12k_0x^2,\qquad G_1(x)=\epsilon+\tfrac12k_1(x-d)^2
\]
for S\(_0\) and S\(_1\). Here \(\epsilon\) is the difference between the minima and \(d\) the displacement of the solvent. Light changes the electronic state before the solvent moves, so a transition at fixed \(x\) has energy \(G_1(x)-G_0(x)\). The solvent is equilibrated before each transition. Band positions are the mean transition energies, which coincide with the maxima for symmetric bands; the spectra are taken on an energy scale with the frequency factors of the intensities removed.

The Förster cycle formula for the drop in pKa on excitation has been proved, and a model of the solvent has been set up to connect it with measured bands. It remains to obtain the free energies of excitation from absorption and emission, to work through an example and its errors, and to ask whether the proton leaves in time and what changes in a resist film.
